# Intersite V and the site-set dependence of the Hubbard U

## Second derivation: the response equation, and what each route assumes

The symbols carried over are as follows. A shift \(\alpha_I\) acts on the occupation \(n_I\) of site \(I\). The self-consistent response is \(\chi_{IJ}=dn_I/d\alpha_J\), and \(\chi^0\) is the response with the interaction potential frozen. For metals \(M\) and ligands \(L\), \(X=\chi_{LM}\chi_{MM}^{-1}\) and \(X_0=\chi^0_{LM}(\chi^0_{MM})^{-1}\). The energy argument gave \(F=(\chi^0)^{-1}-\chi^{-1}\), with \(V\) off the diagonal, and the metal-only matrix

\[
\bar F=F_{MM}+F_{ML}X+X_0^TF_{LM}+X_0^TF_{LL}X .
\]

The following derivation obtains both results from linear response, without constructing a constrained energy.

### From the induced potential to F

In a density functional calculation the interaction potential depends on the density at every point, not just on a few site occupations. Let the index \(a\) therefore run over the site projectors and over all points of space. The quantity \(n_a\) is a site occupation or the density at a point, and \(\alpha_a\) is the corresponding applied shift. Sums over points mean integrals. The functional is assumed to depend on the density alone, as in the local density and generalized gradient approximations.

For a small perturbation, the induced interaction potential is \(\sum_cf_{bc}\delta n_c\), where \(f\) is the Hartree and exchange-correlation kernel at the ground state. The orbitals respond to the applied and induced potentials together:

\[
\delta n_a=\sum_b\chi^0_{ab}\left(\alpha_b+\sum_cf_{bc}\,\delta n_c\right).
\]

Insert \(\delta n=\chi\alpha\). Since the shifts are arbitrary,

\[
\chi=\chi^0+\chi^0f\chi .
\]

Select the rows and columns of a site set \(A\):

\[
\chi_{AA}=\chi^0_{AA}+\chi^0_{A:}\,f\,\chi_{:A},
\]

where a colon denotes the complete list. Multiply by \((\chi^0_{AA})^{-1}\) from the left and by \(\chi_{AA}^{-1}\) from the right. The left side becomes \((\chi^0_{AA})^{-1}\), and the first term on the right becomes \(\chi_{AA}^{-1}\). Hence

\[
F_A=(\chi^0_{AA})^{-1}-\chi_{AA}^{-1}=W_0^TfW,
\]

with

\[
W=\chi_{:A}\chi_{AA}^{-1},\qquad
W_0=\chi^0_{:A}(\chi^0_{AA})^{-1}.
\]

The transpose uses the symmetry of \(\chi^0\), which holds for the real static perturbations considered here. No inverse of the response in the complete list is required.

A column \(J\) of \(W\) is the change of all densities when \(n_J\) rises by one and the other occupations in \(A\) are held. Calling its spatial part \(w_J(\mathbf r)\), and the frozen counterpart \(w_I^0(\mathbf r)\), one obtains

\[
F_{IJ}=\int d\mathbf r\int d\mathbf r'\;w_I^0(\mathbf r)\,f(\mathbf r,\mathbf r')\,w_J(\mathbf r').
\]

For \(I\ne J\) this is the intersite \(V\). It is an interaction between charge distributions that include the adjustment of everything outside the chosen set. It is not the Coulomb integral between two rigid orbitals.

If the kernel acts within site set \(A\) alone, the identity simplifies. The rows of \(W\) and \(W_0\) belonging to \(A\) form identity matrices, so \(F_A=f_{AA}\). This recovers the quadratic energy used in the first derivation.

### Removing ligand rows and columns

Let \(B\) contain metals and ligands. From \(F_B=(\chi^0_B)^{-1}-\chi_B^{-1}\), multiplication by \(\chi^0_B\) on the left and \(\chi_B\) on the right gives

\[
\chi^0_BF_B\chi_B=\chi_B-\chi^0_B .
\]

This is again a response equation, with \(F_B\) in place of \(f\). The general identity may therefore be applied to the metals within \(B\). Now \(W\) is the identity stacked on \(X\), and \(W_0\) is the identity stacked on \(X_0\). Multiplying the blocks gives

\[
\bar F=F_{MM}+F_{ML}X+X_0^TF_{LM}+X_0^TF_{LL}X ,
\]

in agreement with the energy derivation. The argument can be repeated for any enlargement of the site set. The value of a Hubbard parameter thus depends on the sites included in the inversion. It also depends on the projectors, which define the occupations and so enter \(W\) and \(W_0\). Both have to be quoted with it.

### The inversion carried out by hand

In the ring described above, take first a single metal, with every other site free to relax. Its responses are \(\chi^0=-0.84125\) and \(\chi=-0.69529\) inverse hartree, so

\[
U=\frac1{-0.84125}-\frac1{-0.69529}=-1.1887+1.4382=0.2495\ \text{hartree}.
\]

Next include the ligand on its short bond. In inverse hartree,

\[
\chi^0=\begin{pmatrix}-0.84125&0.69477\\0.69477&-1.51501\end{pmatrix},\qquad
\chi=\begin{pmatrix}-0.69529&0.54199\\0.54199&-1.22143\end{pmatrix}.
\]

The determinants are 0.7918 and 0.5555. The off-diagonal element of the inverse of a symmetric two-by-two matrix is minus its off-diagonal element divided by the determinant. Thus

\[
V=-\frac{0.69477}{0.7918}+\frac{0.54199}{0.5555}
=-0.8775+0.9757=0.098\ \text{hartree}.
\]

The metal diagonal element gives

\[
U_M=-\frac{1.51501}{0.7918}+\frac{1.22143}{0.5555}
=-1.9134+2.1988=0.285\ \text{hartree}.
\]

When all metals and ligands of the ring are included, the values become \(V_{\text{short}}=0.100\) and \(U_M=0.300\) hartree. Thus one ligand restores part of the on-site value, and the complete interacting set restores the parameter in the energy.

Leaving out ligands also produces an apparent interaction between neighbouring metals, \(-0.0425\) hartree, although the model has no such term. Its origin can be traced through the ligand they share. Let the shared ligand have the short bond to the first metal and the long bond to the second. The products involving this ligand are

\[
0.10(-0.2117)+(-0.8305)(0.07)
+0.20(-0.8305)(-0.2117)=-0.0441 .
\]

The remainder, about 0.002 hartree, comes from the other ligands. The element is thus created by eliminating ligand charge; it is not an attraction put into the model. Its negative sign comes from the two products containing \(V\), which outweigh the positive \(U_L\) product.

### When all electrons are counted

A set can be too large for this inversion. Suppose that its occupations add up to the total electron number. A uniform shift changes no occupation, so \(\chi\mathbf 1=0\), where \(\mathbf 1\) is the vector of ones. Both response matrices are singular.

The missing information is physical. With any vector \(u\), replace the kernel by

\[
f'=f+u\mathbf 1^T+\mathbf 1u^T .
\]

For a change that conserves charge, \(\mathbf 1^T\delta n=0\). The additional potential is then \(\mathbf 1(u^T\delta n)\), the same on every site, and it cannot alter the orbitals. Different values of \(U\) and \(V\) therefore give the same response.

For an isolated metal-ligand pair, a unit rise on the metal forces a unit fall on the ligand. Thus \(x=x_0=-1\), and the metal-only formula becomes

\[
U_{\text{metal only}}=U_M+U_L-2V .
\]

This combination can be found; its three terms cannot be found separately from response at fixed electron number. With the ring's \(U_M\), \(U_L\) and \(V_{\text{short}}\), it is \(0.30+0.20-0.20=0.30\) hartree. Its equality with \(U_M\) is an accident of \(U_L=2V\). A second kernel, with \(U_M=0.40\), \(U_L=0.20\) and \(V=0.15\) hartree, gives the same combination and the same computed response, although its \(U_M\) is different.

In the ring, \(R\) lies outside the metal-ligand set and can take up charge, which makes the set invertible. If such an outside reservoir responds weakly, the inversion becomes delicate. Differentiating \(\chi\chi^{-1}=1\) gives

\[
\delta(\chi^{-1})=-\chi^{-1}(\delta\chi)\chi^{-1}.
\]

A small numerical error in a stiff charge direction, one in which the occupations hardly respond, is thus multiplied twice by a large inverse response.

### Electrons outside the Hubbard sites

So far \(R\) has carried charge but has had no interaction of its own. Now give it \(U_R=0.10\) hartree and an intersite interaction of 0.05 hartree with \(M\) and \(L\) in its cell. The other input parameters are unchanged. The metal-ligand inversion then gives, in hartree,

- \(U_M=0.284\) and \(U_L=0.182\);
- \(V_{\text{short}}=0.081\) and \(V_{\text{long}}=0.076\).

The inputs for these four quantities were 0.30, 0.20, 0.10 and 0.07. The identity \(F_A=W_0^TfW\), with \(R\) included in \(f\), was tested for this case and holds. Three parameters fall and one rises. The outside orbital contributes terms of both signs, just as a ligand does for the metal-only \(U\), so the word screening should not be taken to mean that every element must decrease.

### Obtaining V in a crystal

A large supercell is not necessary for the separate site shifts. For \(N\) cells in a ring, number the cells by \(R\), here an integer and not the outer orbital, and define

\[
\chi_{ij}(q)=\sum_Re^{-iqR}\chi_{ij}(R),
\]

where \(i\) is in cell \(R\) and \(j\) in cell zero. Translation symmetry turns products of the large matrices into products at each \(q\). Their inverses therefore separate as well:

\[
F(q)=[\chi^0(q)]^{-1}-[\chi(q)]^{-1},\qquad
F_{ij}(R)=\frac1N\sum_qe^{iqR}F_{ij}(q).
\]

The off-diagonal element at the required cell separation is \(V\). The inverse must be taken before the Fourier sum; the inverse of one real-space block is a different quantity.

To find \(\chi(q)\), let \(u_k\) and \(\varepsilon_k\) be the filled orbital and energy at wavevector \(k\), and let \(h_k\) be the frozen Hamiltonian. A potential \(\delta v\,e^{iqR}\) connects \(k\) to \(k+q\). The steps below assume an insulator, as the ring is: the filled band is full at every \(k\) and separated from the empty ones by a gap. Transitions between filled states then do not change the density matrix, because their occupation difference is zero. In a metal, transitions within the partly filled band and, at \(q=0\), the shift of the Fermi level contribute as well, and the equations below have to be extended. With \(P_{k+q}\) projecting on the filled state, the needed part of the first-order orbital obeys

\[
(h_{k+q}+\lambda P_{k+q}-\varepsilon_k)\,\delta u_{k+q}
=-(1-P_{k+q})\,\delta v\,u_k .
\]

This is the Sternheimer equation. The positive energy \(\lambda\), chosen large enough, keeps the operator invertible. It does not affect the solution, since \(P_{k+q}\delta u_{k+q}=0\).

The density change on orbital \(s\) is

\[
\delta n_s(q)=\frac4N\sum_ku_{k,s}^*\,\delta u_{k+q,s}.
\]

One factor of 2 is for spin. The other comes from the two first-order terms in a squared orbital, which have equal sums by time-reversal symmetry. Using \(\delta v=\alpha\) gives \(\chi^0(q)\). Solving with \(\delta v=\alpha+f(q)\delta n\) until the density change no longer varies gives \(\chi(q)\).

For the original ring, this route gives \(V_{\text{short}}=0.100\) and \(V_{\text{long}}=0.070\) hartree, or 2.72 and 1.90 eV. These agree with the finite shifts in the full ring. The values are listed in the numerical output.

### What the two derivations assume

Both derivations require the same ground state and projectors in \(\chi\) and \(\chi^0\), static shifts, and invertible response matrices for the chosen set. Both describe the interaction in the mean-field functional being used. Neither shows that this functional gives the correct interaction energy of the real electrons.

The energy derivation assumes that the ground state minimizes an energy. To identify \(F\) directly with input parameters, it also takes the interaction to depend on the chosen occupations. In return, it explains why the frozen curvature must be subtracted. For such an interaction, the separation \(E_c=T+\Phi\) is not limited to small changes. Stability supplies the bounds on the metal-only \(U\), which do not follow from the response equation alone.

The response derivation assumes small changes and a linear induced potential. It does not need a positive curvature for the eliminated ligands, and it permits the kernel to act throughout space. It therefore shows what \(V\) means when electrons outside the Hubbard sites interact: it is the interaction left after those electrons have adjusted. Like the energy derivation, it remains usable when the complete response is singular, provided that the selected block is not.

The practical consequence is the same in both. If the model is to contain an explicit \(V\), then \(U_M\), \(U_L\) and \(V\) should come from one inversion that includes both kinds of site. The metal-only \(U\) already contains the effects of \(V\) and \(U_L\) through ligand relaxation. Adding \(V\) to it would include part of that effect twice. If ligands are to be left out of the interaction, the metal-only matrix, including any metal-metal elements that the elimination creates, reproduces the linear response of the metal occupations to metal shifts, provided that it replaces the whole kernel and that the levels are adjusted so that the ground state, and with it \(\chi^0\), stays the same. If the model is solved again with the original levels and reference occupations, the ground state moves and the agreement is only approximate. It does not in general reproduce the ligand response, because the ligands then follow the metals through \(X_0\) instead of \(X\).

## Table of computed values

```
cells: 8; electrons per cell: 2
levels M, L, R: 0.25, 0.0, 0.3 hartree
hopping sizes short, long, R: 0.07, 0.05, 0.08 hartree
input U_M, U_L: 0.3, 0.2 hartree
input V short, long: 0.1, 0.07 hartree
reference occupations M, L, R: 0.0 2.0 0.0
occupations M, L, R: 0.1625 1.7126 0.1249
gap of frozen Hamiltonian: 0.26000 hartree
chi0 and chi in 1/hartree:
  M0,M0: chi0 -0.84125, chi -0.69529
  L0,L0: chi0 -1.51501, chi -1.22143
  M0,L0: chi0 0.69477, chi 0.54199
  L0,M1: chi0 0.13427, chi 0.15337
M and L in the matrices:
  U_M: 0.30000 hartree
  U_L: 0.20000 hartree
  V short: 0.10000 hartree
  V long: 0.07000 hartree
  V short from energy curvatures: 0.10000 hartree
  V short from Sternheimer: 0.10000 hartree
  V long from Sternheimer: 0.07000 hartree
M only in the matrices:
  U_M: 0.24876 hartree
  change from V terms: -0.18800 hartree
  change from U_L term: 0.13676 hartree
  total change on dropping L: -0.05124 hartree
  M-M neighbour element: -0.04248 hartree
  X on short, long ligand: -0.7767, -0.2117
  X0 on short, long ligand: -0.8305, -0.1780
all V set to zero:
  U_M with L in matrices: 0.30000 hartree
  U_M with M only: 0.42982 hartree
R interacts, input U_R 0.1, V to R 0.05 hartree:
  U_M: 0.28353 hartree
  U_L: 0.18155 hartree
  V short: 0.08058 hartree
  V long: 0.07604 hartree
closed M-L pair:
  M-only U: 0.30000 hartree
  U_M + U_L - 2V: 0.30000 hartree
  chi_MM, two kernels: -0.530737, -0.530737 1/hartree
  second kernel U_M, U_L, V: 0.40, 0.20, 0.15 hartree
main results converted:
  U_M with L: 8.163 eV
  U_M without L: 6.769 eV
  V short: 2.721 eV
  V long: 1.905 eV
```
